\section*{The Bloch–Grüneisen resistivity as a variational bound, and its accuracy, part 2}

The phonon-limited resistivity $\rho$ of a simple model metal has a variational upper bound, $\rho_{\rm BG}$. It remains to find how far this lies above the exact Boltzmann value. Hartree atomic units are used with $\hbar=k_B=1$; the electron mass $m$ and charge $-e$ are kept visible.

Electrons have $\varepsilon_k=k^2/2m$, density $n=k_F^3/3\pi^2$, $E_F=k_F^2/2m$, $v_F=k_F/m$, chemical potential $\mu\simeq E_F$ and Fermi function $f_0$. The isotropic lattice has volume $V$, mass density $\rho_m$, atomic density $n_a$ and longitudinal modes $\omega_q=sq$ up to $q_D=(6\pi^2n_a)^{1/3}$; $\Theta=sq_D$, $q_T=T/s$. The deformation potential $C$ gives $|g_q|^2=C^2q/(2\rho_msV)$. Only normal processes are kept, with equilibrium phonons, $N_q=1/(e^{\omega_q/T}-1)$.

With golden-rule rates $W_{kk'}$, $P_{kk'}=W_{kk'}f_0(1-f_0')$ is symmetric. For a field $E\hat{\mathbf x}$, $f=f_0+E\,\Phi\,(-\partial_\varepsilon f_0)$, and the exact $\Phi_*$ solves $(\hat P\Phi)_k\equiv\frac1T\sum_{\mathbf k'}P_{kk'}(\Phi_k-\Phi_{k'})=X_k\equiv-e\,v_x(-\partial_\varepsilon f_0)$. With $\langle A,B\rangle=V^{-1}\sum_{\sigma\mathbf k}AB$, $\varepsilon_\pm=(q/2\pm ms)^2/2m$ and $J_p(x)=\int_0^xz^pe^z(e^z-1)^{-2}dz$, the earlier results are
\begin{align}
&f_0(1-f_0')\,N=f_0'(1-f_0)(N+1)\qquad(\varepsilon'=\varepsilon+\omega),\label{db}\\
&\rho\le\frac{\langle\Phi,\hat P\Phi\rangle}{\langle\Phi,X\rangle^2},\label{var}\\
&\langle k_x,\hat Pk_x\rangle=\frac2T\sum_{\mathbf q}2\pi|g_q|^2N_q\,q_x^2\,S(q),\quad S(q)=\frac1V\sum_{\mathbf k}f_0(1-f_0')\,\delta(\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_k-\omega_q),\label{num}\\
&S(q)=\frac{m^2}{4\pi^2q}\int_{\varepsilon_-}^\infty\!d\varepsilon\,f_0(\varepsilon)[1-f_0(\varepsilon+\omega)],\label{S}\\
&\int_{\varepsilon_-}^\infty\!f_0(1-f_0')\,d\varepsilon=(N+1)\!\int_{\varepsilon_-}^{\varepsilon_+}\!f_0\,d\varepsilon=(N+1)\,T\ln\frac{1+e^{(\mu-\varepsilon_-)/T}}{1+e^{(\mu-\varepsilon_+)/T}}\equiv\omega(N+1)\bar f_q.\label{E}
\end{align}
The trial function $\Phi=k_x$, with $\bar f_q=1$, gives $\rho_{\rm BG}$:
\begin{align}
&q_D<2(k_F-ms),\label{cond}\\
&\langle k_x,\hat Pk_x\rangle=\frac{m^2C^2}{12\pi^3\rho_mT}\int_0^{q_D}\!q^5N(N+1)\,dq,\label{num2}\\
&\rho\le\rho_{\rm BG}=4\rho_\Theta\left(\frac T\Theta\right)^5J_5\!\left(\frac\Theta T\right),\qquad\rho_\Theta=\frac{m^2C^2q_D^6}{48\pi^3\rho_m n^2e^2\,\Theta},\label{BG}\\
&\rho_{\rm BG}\to497.7\,\rho_\Theta\,(T/\Theta)^5\quad(T\ll\Theta),\label{low}\\
&\rho_{\rm BG}=\rho_\Theta\frac T\Theta\left[1-\frac{\Theta^2}{18T^2}+\frac{\Theta^4}{480T^4}-\dots\right].\label{high}
\end{align}
For elastic scattering, $\Theta\ll T\ll E_F$,
\begin{equation}
\frac1{\tau(k)}=2\pi\,\frac{C^2T}{\rho_ms^2}\,\frac{mk}{4\pi^2}\int_0^{q_D}\!\frac{q^3dq}{2k^4}=\frac{mC^2q_D^4\,T}{16\pi\rho_ms^2k^3},
\label{tau}
\end{equation}
which at $k_F$ is $2\pi\lambda_{\rm tr}T$. The numerical program's direct integration replaces the energy delta function by a Gaussian.

\subsection{How close the bound is}

The sum $\sum_{\mathbf k'}P_{kk'}\mathbf k'\varphi(\varepsilon')$ is a vector that can only point along $\mathbf k$. So $\hat P$ maps functions $k_x\varphi(\varepsilon)$ onto functions of the same type, $X$ is of that type, and $\Phi_*=k_x\varphi(\varepsilon)$. Formula (\ref{BG}) is the choice $\varphi=1$. Averaging $(k_x\varphi-k_x'\varphi')^2$ over orientation gives one third of $|\mathbf k\varphi-\mathbf k'\varphi'|^2$, and $2\mathbf k\cdot\mathbf k'=k^2+k'^2-q^2$ turns the latter into
\begin{equation}
Q=\tfrac12(k^2+k'^2)(\varphi-\varphi')^2+\tfrac12(k^2-k'^2)(\varphi^2-\varphi'^2)+q^2\varphi\varphi',
\label{Q}
\end{equation}
as expanding the squares confirms. Define the deficit $d=1-\rho/\rho_{\rm BG}$. For $q_T\ll k_F$ the first term of (\ref{Q}) penalizes any variation of $\varphi$ with the large weight $k_F^2$, so $\varphi$ stays close to 1.

To estimate $d$ there, let $x=(\varepsilon-\mu)/T$, $w=\omega/T$, $x'=x+w$ and $u=x+w/2$. By (\ref{num}), (\ref{S}) and (\ref{E}) the numerator is proportional to $\int dw\,w^3N(N+1)\,\overline Q$, where the bar averages over $u$ with weight $f_0(x)-f_0(x+w)=\int_0^w(-\partial_xf_0)(x+y)\,dy$. This weight describes $u=\ell-(y-w/2)$ with $\ell$ distributed as $-\partial_xf_0$ and $y$ independent and uniform on $[0,w]$. It is even in $u$. Since $-\partial_xf_0=\sum_j(-1)^{j+1}je^{-j|x|}$, $\overline{\ell^2}=4\sum_j(-1)^{j+1}/j^2=\pi^2/3$, and variances add:
\begin{equation}
\overline{u^2}=\pi^2/3+w^2/12 .
\label{u2}
\end{equation}
For $\varphi=1+cg(x)$ the numerator is $A_{00}+2cA_{01}+c^2A_{11}$. If $g$ leaves the denominator unchanged, the minimum over $c$ lowers the estimate by the fraction $A_{01}^2/A_{00}A_{11}$. With $q=q_Tw$, $A_{00}=q_T^2J_5$; all $J_p$ are taken at infinity.

Take first $g=x^2-\pi^2/3$. Its average over $-\partial_xf_0$ vanishes, so the denominator, $\propto\int k^3\varphi(-\partial_\varepsilon f_0)d\varepsilon$, changes only at order $(T/E_F)^2$. Here $g'-g=2uw$ is odd in $u$ and $g+g'$ is even, so the middle term of (\ref{Q}) averages to zero. The last term gives $A_{01}$ through $\tfrac12\overline{(g+g')}=\overline{u^2}+w^2/4-\pi^2/3=w^2/3$, so $A_{01}=q_T^2J_7/3$. The first gives $A_{11}=4k_F^2(\pi^2J_5/3+J_7/12)$, and the $c^2$ part of the last term is smaller by $(q_T/k_F)^2$. With $J_7=5082.08$,
\begin{equation}
d_2=\left(\frac{T}{sk_F}\right)^2\frac{(J_7/3)^2}{4J_5(\pi^2J_5/3+J_7/12)}=6.92\left(\frac{T}{sk_F}\right)^2 .
\label{d2}
\end{equation}
A richer trial function can only lower the estimate further, so to this order $d\ge d_2$.

Take next $g=x$. Now $k'^2-k^2=2mTw$ and $\varphi'^2-\varphi^2=2cw$ at first order, so the middle term is $2c\,mTw^2$ and $A_{01}=mTJ_5$, while $A_{11}=k_F^2J_5$. The change of the denominator is smaller than this source by $(q_T/k_F)^2$. The gain is
\begin{equation}
d_1=\frac{(mT)^2}{q_T^2k_F^2}=\left(\frac s{v_F}\right)^2,\qquad c=-\frac{mT}{k_F^2},
\label{d1}
\end{equation}
independent of $T$. The optimal $\varphi=1-(\varepsilon-\mu)/2E_F$ is $k_F/k$ to first order, so the improved function is the direction cosine of $\mathbf k$. The cross term of the two $g$ in $A_{11}$ is odd in $u$, so the gains add. As $T\to0$ the deficit falls as $T^2$ to a floor set by $(s/v_F)^2$ and not to zero.

In the elastic regime $\hat P$ is diagonal in energy. With averages over the normalized weight $k^3(-\partial_\varepsilon f_0)$, the exact conductivity is $ne^2\langle\tau\rangle/m$ and the trial estimate is $m\langle1/\tau\rangle/ne^2$, so $1-d=1/\langle\tau\rangle\langle\tau^{-1}\rangle$. For $\tau=\tau_0(1+\eta)$ with $\langle\eta\rangle=0$ the product is $1+\langle\eta^2\rangle$ to second order. By (\ref{tau}) $\tau\propto\varepsilon^{3/2}$, so $\eta=3Tx/2E_F$ and
\begin{equation}
d\simeq\frac{3\pi^2}{4}\left(\frac T{E_F}\right)^2\qquad(\Theta\ll T\ll E_F).
\label{del}
\end{equation}
Between these regimes no small parameter remains when $q_D\sim k_F$. The program then minimizes the full form (\ref{Q}) on an energy grid of step $h$ with $\omega$ a multiple of $h$, at $\mu=E_F$. It takes $d$ from the exact and the $\varphi=1$ values on the same grid, and tests that halving $h$ at $T=0.15\,\Theta$ changes $d$ by less than 2\% of itself. Finer digits of $d$ quoted below are those of the grid used and are not tested for convergence.

\subsection{A monovalent model metal}

Take round parameters: $r_s=4$ bohr, $m=1$, ion mass $M=40000$, one electron per atom, $s=10^{-3}$, $C=0.08$ hartree. For scale, a neutral long-wave dilation $\Delta$ lowers $n$ by the fraction $\Delta$ and $E_F\propto n^{2/3}$ by $\tfrac23E_F\Delta$; a uniform electrochemical potential then needs the band bottom to rise by that amount, and $\tfrac23E_F=0.0767$ hartree here. The density is $n=3/4\pi r_s^3=3.7302\times10^{-3}$, which gives $\rho_m=nM=149.21$, $k_F=0.47979$, $E_F=0.11510$ and $q_D=2^{1/3}k_F=0.60450$. Then $\Theta=6.0450\times10^{-4}$ hartree, or 190.9~K. Condition (\ref{cond}) holds, $0.60450<0.95758$, and $E_F-\varepsilon_+(q_D)=0.06912$ is 57 times $T$ even at $T=2\Theta$.

For $n_a=n$, $q_D^6/n^2=36\pi^4$, and (\ref{BG}) gives
\begin{equation*}
\rho_\Theta=\frac{3\pi m^2C^2}{4\rho_me^2\Theta}=\frac{3\pi\,(0.08)^2}{4\times149.21\times6.0450\times10^{-4}}=0.16719 .
\end{equation*}
The unit is $\hbar a_0/e^2=21.74\ \mu\Omega$\,cm, so $\rho_\Theta=3.63\ \mu\Omega$\,cm. The elastic route agrees: $\lambda_{\rm tr}=0.1642$, $1/\tau=2\pi\lambda_{\rm tr}\Theta=6.2364\times10^{-4}$, and $6.2364\times10^{-4}/3.7302\times10^{-3}=0.16719$. This rate is far below $E_F$, as the Boltzmann description requires. At $T=\Theta$, $4J_5(1)=0.94646$, against $1-1/18+1/480=0.94653$ from (\ref{high}), and $\rho_{\rm BG}=0.16719\times0.94646=0.15824$, or $3.44\ \mu\Omega$\,cm. At $T=0.15\,\Theta$, $\rho_{\rm BG}=4\times0.16719\times0.15^5\times82.965=4.213\times10^{-3}$.

\begin{center}
\begin{tabular}{cccc}
$T/\Theta$&$J_5(\Theta/T)$&$\rho_{\rm BG}$ (a.u.)&$d$\\
0.005&124.43&$2.600\times10^{-10}$&$3.010\times10^{-4}$\\
0.01&124.43&$8.321\times10^{-9}$&$1.191\times10^{-3}$\\
0.05&124.42&$2.600\times10^{-5}$&0.0294\\
0.10&116.38&$7.783\times10^{-4}$&0.0923\\
0.15&82.96&$4.213\times10^{-3}$&0.1075\\
0.20&50.26&$1.076\times10^{-2}$&0.0910\\
0.50&3.229&$6.749\times10^{-2}$&0.0162\\
1.0&0.2366&0.1582&$1.99\times10^{-3}$\\
2.0&0.01541&0.3298&$9.0\times10^{-4}$
\end{tabular}
\end{center}

The pure $T^5$ law (\ref{low}) exceeds $\rho_{\rm BG}$ by the factor $124.43/116.38=1.07$ at $0.1\,\Theta$ and agrees with it to one part in $10^4$ at $0.05\,\Theta$. The deficit is positive throughout, as (\ref{var}) demands. Among the tabulated temperatures it is largest at $0.15\,\Theta$, where the bound is $0.0916\ \mu\Omega$\,cm and the Boltzmann value $0.0817\ \mu\Omega$\,cm, lower by 11\% of the bound. At $T=\Theta$ the two are 3.44 and $3.43\ \mu\Omega$\,cm.

At $0.005\,\Theta$, (\ref{d2}) reads $d_2=10.989\,(T/\Theta)^2=2.747\times10^{-4}$, and the full $d$ is 1.096 times larger. The ratio $d(0.01\Theta)/d(0.005\Theta)$ is 3.956, slightly below the 4 of a pure $T^2$ law. The floor (\ref{d1}) is $(2.0842\times10^{-3})^2=4.3\times10^{-6}$, and subtracting it gives $(1191-4.3)/(301.0-4.3)=4.00$, so it accounts for the departure. Both runs use the same step in units of the temperature, $h=T/10$, so a discretization error in the coefficient of $T^2$ cancels in this ratio. At $2\Theta$, (\ref{del}) gives $(3\pi^2/4)(2\times5.252\times10^{-3})^2=8.2\times10^{-4}$ against the computed $9.0\times10^{-4}$. Higher powers of $T/E_F$ in the elastic expression $1-1/\langle\tau\rangle\langle\tau^{-1}\rangle$ lower the estimate by only $1\times10^{-6}$, so the excess comes from the remaining inelasticity, which (\ref{del}) leaves out. Equation (\ref{del}) implies that $d$ grows again once the elastic regime is reached.

\subsection{Where the formula fails}\label{fail}

\emph{Small Fermi sphere.} If $q_D>2k_F$, the factor $\bar f_q$ in (\ref{E}) must be kept. It is bounded by $e^{-(\varepsilon_--\mu)/T}$ once $q>2(k_F+ms)$, so it drops from 1 to 0 near $q=2k_F$, over a relative width set by the larger of $s/v_F$ and $T/E_F$. A phonon whose wave vector exceeds the diameter of the sphere by several such widths scatters only with exponentially small weight. To leading order in that width, $2k_F$ replaces $q_D$ and $2sk_F$ replaces $\Theta$ in (\ref{BG}), and the crossover moves to the lower temperature $2sk_F$. With $q_D=3k_F$ at $T=2sk_F$ the direct integration agrees with the numerator cut at $2k_F$ to $3\times10^{-4}$, part of which is the bias of the Gaussian delta function, and is 0.211 times the one cut at $q_D$.

\emph{Phonon drag.} The proof of (\ref{db}) needs only that the arguments of the three distributions add. In a normal process $\varepsilon'=\varepsilon+\omega$ and $\mathbf k'=\mathbf k+\mathbf q$, so $\varepsilon'-\mathbf U\cdot\mathbf k'=(\varepsilon-\mathbf U\cdot\mathbf k)+(\omega-\mathbf U\cdot\mathbf q)$ for any $\mathbf U$. The pair $f_0(\varepsilon-\mathbf U\cdot\mathbf k)$, $N(\omega-\mathbf U\cdot\mathbf q)$ with $U<s$ therefore annuls every collision term. Because $\varepsilon-\mathbf U\cdot\mathbf k=(\mathbf k-m\mathbf U)^2/2m-mU^2/2$, this is a Fermi sphere displaced by $m\mathbf U$ with current $-en\mathbf U$. Normal electron--phonon processes alone give no resistance. Equation (\ref{BG}) presumes that the phonons lose their momentum to defects, boundaries or phonon--phonon Umklapp faster than the electrons supply it. The program tests that the balance holds with drifting phonons and fails with equilibrium ones.

\emph{The lattice.} In a crystal $\mathbf k'-\mathbf k=\mathbf q+\mathbf G$ is allowed. Since $|\mathbf k'-\mathbf k|\le2k_F$, such a process needs $q\ge G-2k_F$, and for $G>2k_F$ the contribution of a mode of sound speed $s'$ freezes out exponentially when $T\ll s'(G-2k_F)$. Transverse modes can now couple, because their polarization need not be perpendicular to $\mathbf q+\mathbf G$; being slower than the longitudinal ones, they freeze out at a lower temperature. The Umklapp processes that are not frozen out add large-angle scattering to that of the normal processes contained in (\ref{BG}). A constant $C$ and a linear $\omega_q$ are long-wave forms; at $T\gtrsim\Theta$ the integral (\ref{num2}) is dominated by $q$ near $q_D$, where both are extrapolations. The inequality (\ref{var}) bounds the resistivity of the model and places no bound on that of a real metal.

\section*{Calculated quantities}
\begin{verbatim}
inputs: rs = 4.0 bohr, m = 1.0 m_e, M = 40000 m_e
inputs: s = 0.001 a.u., C = 0.08 hartree, valence 1
n = 3.730194e-03 bohr^-3, rho_m = 149.2078 m_e/bohr^3
kF = 0.47979 bohr^-1, qD = 0.60450 bohr^-1, qD/kF = 1.25992
2(kF - m s) = 0.95758 bohr^-1, s/vF = 2.0842e-03
EF = 0.11510 hartree, 2EF/3 = 0.07673 hartree
EF - (qD/2+ms)^2/2m = 0.06912 hartree
Theta = 6.04497e-04 hartree = 190.89 K
Theta/EF = 5.2520e-03, largest scattering angle = 1.3630 rad
unit of resistivity hbar a0/e^2 = 21.7398 microohm cm
rho_Theta = 0.16719 a.u. = 3.6346 microohm cm
lambda_tr = 0.16420, 1/tau (elastic) at T=Theta = 6.2364e-04 a.u.
J5(inf) = 124.43133, J7(inf) = 5082.080, 4 J5(inf) = 497.7253
4 J5(1) = 0.94646, series to x^8 = 0.94653
brute force / formula: T=Theta 1.00010, T=Theta/3 1.00012
qD=3kF, T=2 s kF = 9.5958e-04 hartree:
  brute / cutoff 2kF = 1.00030, brute / cutoff 3kF = 0.21135
T/Theta, J5(Theta/T), rho_BG (a.u.), deficit d
  0.005   124.431331  2.60043e-10  3.010e-04
  0.010   124.431331  8.32138e-09  1.191e-03
  0.050   124.422702  2.60025e-05  2.941e-02
  0.100   116.380745  7.78299e-04  9.225e-02
  0.150    82.964709  4.21323e-03  1.075e-01
  0.200    50.263092  1.07563e-02  9.102e-02
  0.500     3.229290  6.74874e-02  1.623e-02
  1.000     0.236616  1.58238e-01  1.994e-03
  2.000     0.015410  3.29775e-01  8.986e-04
T/Theta, rho_BG and rho_BG(1-d) (microohm cm)
  0.05  5.65291e-04  5.48667e-04
  0.15  9.15950e-02  8.17495e-02
  0.50  1.46717e+00  1.44336e+00
  1.00  3.44006e+00  3.43320e+00
  2.00  7.16927e+00  7.16283e+00
d(0.01)/d(0.005) = 3.956
two-term trial: d2 = 6.9227 (T/s kF)^2 = 10.989 (T/Theta)^2
at T/Theta=0.005: d2 = 2.747e-04, d/d2 = 1.096
\end{verbatim}
